# Focus tolerance in air and water at equal numerical aperture

## The question

A projection lens prints gratings in photoresist with light of vacuum wavelength $\lambda=193$ nm. Its numerical aperture on the wafer side is $\mathrm{NA}=0.93$. The space between the last lens surface and the resist is filled either with air, $n=1$, or with water, $n=1.44$. The lens is corrected for whichever medium is used, so that in each case the image is free of aberration when the resist surface lies at the focal plane.

The wafer is then displaced by $z$ along the axis, with $z>0$ away from the lens. The last lens surface and the resist surface are flat and perpendicular to the axis. The lens is telecentric: the axis of every image-forming cone is parallel to the optical axis, so one on-axis calculation serves the whole field.

A ray that makes an angle $\theta$ with the axis in the medium is labelled by $s=n\sin\theta$. The marginal ray has $s=\mathrm{NA}$. The focus tolerance $z_t$ is the one-sided displacement at which the optical path difference (OPD) between the axial and marginal rays reaches a limit $L$. Wavelength, NA and $L$ are the same for both media.

## (a) The path difference

**Derive the OPD produced by a displacement $z$, without assuming small angles.**

**Answer.** Before it reaches focus, the light is a spherical wavefront of large radius $R$ centred on the focal point. Put the origin at that point. The ray at angle $\theta$ leaves the wavefront at transverse position $R\sin\theta$ and axial position $-R\cos\theta$. Its distance to the displaced axial point $(0,z)$ is

$$D(\theta)=\sqrt{R^2\sin^2\theta+(R\cos\theta+z)^2}=\sqrt{R^2+2Rz\cos\theta+z^2},$$

where $\sin^2\theta+\cos^2\theta=1$ was used. For $R\gg|z|$, the expansion $\sqrt{1+\epsilon}=1+\epsilon/2-\epsilon^2/8+\dots$ gives

$$D(\theta)=R+z\cos\theta+\frac{z^2\sin^2\theta}{2R}+\dots$$

The last term vanishes as $R\to\infty$. The extra geometrical path is therefore $z\cos\theta$, and the extra optical path is $nz\cos\theta$. For the axial ray it is $nz$. Subtracting the marginal path from the axial path gives

$$\mathrm{OPD}=nz(1-\cos\theta).$$

The factor is $\cos\theta$ and not $1/\cos\theta$ because all rays are compared at the same displaced point. A single ray followed to the displaced plane would travel $z/\cos\theta$, but it would arrive at a different transverse position.

For the marginal ray $\sin\theta=\mathrm{NA}/n$, so

$$n\cos\theta=\sqrt{n^2-n^2\sin^2\theta}=\sqrt{n^2-\mathrm{NA}^2}\equiv c(n).$$

Hence

$$\mathrm{OPD}=z\,g(n),\qquad g(n)=n-c(n).$$

The path factor $g$ is the path difference gained per unit displacement. Reversing $z$ reverses the OPD, so the tolerance is equal on the two sides of focus.

## (b) The two tolerances

**Obtain the ratio of the tolerances in water and air, and evaluate both tolerances for $L=\lambda/4$.**

**Answer.** Multiply and divide $g$ by $n+c$:

$$g(n)=\frac{(n-c)(n+c)}{n+c}=\frac{n^2-(n^2-\mathrm{NA}^2)}{n+c}=\frac{\mathrm{NA}^2}{n+\sqrt{n^2-\mathrm{NA}^2}}.$$

Setting $|\mathrm{OPD}|=L$ gives $z_t=L/g(n)$. Both $L$ and $\mathrm{NA}^2$ cancel in the ratio:

$$\frac{z_t^{\rm water}}{z_t^{\rm air}}=\frac{g(1)}{g(n)}=\frac{n+\sqrt{n^2-\mathrm{NA}^2}}{1+\sqrt{1-\mathrm{NA}^2}},\qquad n=1.44.$$

With $\mathrm{NA}^2=0.8649$, the square roots are

$$c_{\rm air}=\sqrt{1-0.8649}=0.36756,\qquad c_{\rm water}=\sqrt{2.0736-0.8649}=1.09941.$$

The path factors are $g_{\rm air}=1-0.36756=0.63244$ and $g_{\rm water}=1.44-1.09941=0.34059$. The limit is $L=193/4=48.25$ nm, and therefore

$$z_t^{\rm air}=\frac{48.25}{0.63244}=76.3\ \text{nm},\qquad z_t^{\rm water}=\frac{48.25}{0.34059}=141.7\ \text{nm}.$$

Their ratio is $0.63244/0.34059=1.857$. In micrometres the tolerances are about 0.076 and 0.142.

At fixed NA, water lowers the marginal angle from $68.4^\circ$ to $40.2^\circ$. The larger index by itself would increase the optical path of a given displacement, but the smaller angle brings the axial and marginal paths closer together, and this second effect wins.

## (c) Small and large apertures

**Find the small-aperture limit of the ratio and its first correction. How does the ratio vary up to $\mathrm{NA}=1$, and how wrong are the small-angle tolerances here?**

**Answer.** For $\mathrm{NA}\ll1$,

$$\sqrt{n^2-\mathrm{NA}^2}\simeq n-\frac{\mathrm{NA}^2}{2n}.$$

The numerator of the ratio becomes $2n[1-\mathrm{NA}^2/(4n^2)]$ and the denominator $2[1-\mathrm{NA}^2/4]$. To first order in $\mathrm{NA}^2$,

$$\frac{z_t^{\rm water}}{z_t^{\rm air}}\simeq n\left[1+\frac{\mathrm{NA}^2}{4}\left(1-\frac1{n^2}\right)\right].$$

The limit is $n=1.44$. A calculation from ray distances at $\mathrm{NA}=0.05$ gives 1.4405, in agreement with the small positive correction.

To follow the ratio at larger aperture, write $a=\sqrt{1-\mathrm{NA}^2}$ and $b=\sqrt{n^2-\mathrm{NA}^2}$. Since $da/d\mathrm{NA}=-\mathrm{NA}/a$ and $db/d\mathrm{NA}=-\mathrm{NA}/b$,

$$\frac{d}{d\mathrm{NA}}\ln\frac{n+b}{1+a}=\mathrm{NA}\left[\frac1{a(1+a)}-\frac1{b(n+b)}\right]>0,$$

because $b>a$ and $n>1$. The ratio rises steadily with NA. At $\mathrm{NA}=1$ the marginal ray in air is parallel to the wafer, and the ratio reaches $n+\sqrt{n^2-1}\simeq2.48$. Above that aperture no propagating marginal ray exists in air, so the comparison ends.

The small-angle path factor is $g\simeq\mathrm{NA}^2/(2n)$. For $L=\lambda/4$ it gives

$$z_{\rm par}=\frac{n\lambda}{2\,\mathrm{NA}^2},$$

or 111.6 nm in air and 160.7 nm in water. Relative to the full marginal-ray values these are too large by 46% and 13%. The general factor follows from division:

$$\frac{z_{\rm par}}{z_t}=\frac{2n}{\mathrm{NA}^2}\,\frac{\mathrm{NA}^2}{n+c}=\frac{2}{1+\cos\theta}.$$

The steeper ray in air makes this factor larger there. That is why the ratio at NA 0.93 exceeds 1.44.

## (d) What the quarter-wave limit means for an image

**A grating of equal lines and spaces has image pitch $p=\lambda/\mathrm{NA}$. It is illuminated coherently along the axis, with the electric field parallel to the lines (TE polarization). Find how its image fundamental depends on defocus.**

**Answer.** The pitch is $193/0.93=207.5$ nm. Order $m$ has $s=m\lambda/p=m\,\mathrm{NA}$, so the lens passes orders $0$ and $\pm1$, the latter at the edge of the pupil. For a mask with transmission 1 over half a period and 0 over the rest, centred on a space, the Fourier amplitudes are

$$a_m=\frac1p\int_{-p/4}^{p/4}e^{-2\pi imx/p}\,dx=\frac{\sin(\pi m/2)}{\pi m},$$

with $a_0=1/2$ and $a_{\pm1}=1/\pi$. The lens is taken to deliver these relative electric amplitudes at the wafer. A real positive factor common to both first orders would rescale the fundamental without moving its null.

In TE polarization all three electric fields point along the lines and add as scalars. With time factor $e^{-i\omega t}$, a displacement gives the axial order the phase $2\pi nz/\lambda$ and each first order the phase $2\pi cz/\lambda$. Taking out the axial phase leaves

$$U(x)=a_0+2a_1e^{-i\varphi}\cos\frac{2\pi x}{p},\qquad \varphi=\frac{2\pi}{\lambda}z\,g(n).$$

The intensity is

$$|U|^2=a_0^2+4a_0a_1\cos\varphi\,\cos\frac{2\pi x}{p}+4a_1^2\cos^2\frac{2\pi x}{p}.$$

The last term contains a constant and a component of period $p/2$, but none of period $p$. The fundamental therefore has amplitude $4a_0a_1\cos\varphi=(2/\pi)\cos\varphi$. It vanishes at $\varphi=\pi/2$, which is $\mathrm{OPD}=\lambda/4$. What remains is a pattern with half the wanted period.

For this pitch, whose first orders lie at the pupil edge, the quarter-wave tolerance is thus the distance to complete loss of the fundamental. For a coarser grating printed with the same lens, NA in $g$ is replaced by $s=\lambda/p$, as long as the third orders stay outside the pupil. The nulls then lie farther out and the ratio is smaller: 1.60 at $p=260$ nm, 1.51 at 350 nm and 1.47 at 500 nm. A usable process must stop earlier. If the fundamental may fall to a fraction $f$ of its focused value, with $0<f<1$, then $\cos\varphi=f$ and

$$z_f=\frac{\lambda\arccos f}{2\pi g(n)}.$$

The numerator is common to both media, so the ratio is unchanged.

As a test that does not use the ray angles, the field of this grating was propagated with the scalar wave equation discretized on 400 points per period. The fundamental first vanished at 76.29 nm in air and 141.67 nm in water. For $f=0.70$ the ratio of displacements was 1.8569.

The illumination matters. If two orders alone interfere and lie at equal and opposite $s$, they have the same $c$ and gain the same phase. Their interference then has no defocus dependence from this mechanism, and the ratio above does not describe it.

## (e) A resist of finite thickness

**The resist has index $n_r=1.7$ and thickness $d=100$ nm. Find the full range of wafer positions for which the OPD stays within $\pm\lambda/4$ throughout the film. Neglect reflection from below and absorption.**

**Answer.** Refraction at a flat surface conserves $s$. The argument of part (a) therefore applies inside the film with $n$ replaced by $n_r$. At depth $u$ below the resist surface,

$$\mathrm{OPD}=z\,g(n)+u\,g(n_r),\qquad 0\le u\le d.$$

This increases with $u$. The lower limit is met first at the top and the upper limit at the bottom:

$$z\,g(n)\ge-L,\qquad z\,g(n)+d\,g(n_r)\le L.$$

The allowed interval has length

$$\Delta z=\frac{2L-d\,g(n_r)}{g(n)},$$

provided that $d\,g(n_r)<2L$. Here $g(n_r)=0.27694$, so the film uses 27.69 nm of OPD out of $2L=96.50$ nm. The remaining ranges are

$$\Delta z_{\rm air}=\frac{96.50-27.69}{0.63244}=108.8\ \text{nm},\qquad \Delta z_{\rm water}=\frac{96.50-27.69}{0.34059}=202.0\ \text{nm}.$$

Without the film the full ranges would be 152.6 and 283.3 nm. The film removes the same fraction in both media, so the ratio is still 1.857. The centre of the interval is at $z=-d\,g(n_r)/[2g(n)]$: the wafer is best placed slightly towards the lens, with the focus inside the film.

## (f) A criterion that uses the whole pupil

**Suppose instead that the limit is placed on the rms path variation over a uniformly filled pupil, after subtraction of its mean. Does the ratio stay the same?**

**Answer.** Equal pupil areas correspond to equal intervals of $v=s^2/\mathrm{NA}^2$, with $0\le v\le1$. The optical path at displacement $z$ is $zq$, where $q=\sqrt{n^2-\mathrm{NA}^2v}$. Its mean over the pupil is $zm$, with

$$m=\int_0^1\sqrt{n^2-\mathrm{NA}^2v}\,dv=\frac{2}{3\,\mathrm{NA}^2}\left[n^3-c^3\right].$$

The mean square of $q$ is

$$\int_0^1(n^2-\mathrm{NA}^2v)\,dv=n^2-\frac{\mathrm{NA}^2}{2}.$$

The rms variation is $|z|\sigma$, where $\sigma^2=n^2-\mathrm{NA}^2/2-m^2$, so the tolerance is proportional to $1/\sigma$. Insertion of the values of $c$ from part (b) gives $\sigma\simeq0.176$ in air and $0.098$ in water. The ratio, from unrounded values, is 1.795.

Immersion still helps, but the ratio is about 3% smaller than the 1.857 of the marginal-ray criterion. The value 1.857 therefore belongs to a stated criterion and is not a universal property of the two media.

## (g) Heating of the water

**The water gap is $t=1$ mm, and its index changes by about $10^{-4}$ in size per kelvin. Estimate the resulting focus shift for uniform heating, with the lens itself unchanged.**

**Answer.** The lens was corrected for a marginal path difference $t\,g(n)$ across the gap. After an index change $\delta n$ and a wafer shift $z$, that difference is restored if

$$(t+z)\,g(n+\delta n)=t\,g(n).$$

To first order in $z$ and $\delta n$ this becomes $z\,g(n)+t\,g'(n)\,\delta n=0$. At fixed NA,

$$g'(n)=1-\frac{n}{c}=-\frac{n-c}{c}=-\frac{g}{c},$$

and so

$$z=\frac{t\,\delta n}{c}.$$

Since $t|\delta n|=100$ nm for 1 K, the shift has size $100/1.09941=91.0$ nm. For rays close to the axis $c\to n$, and the shift is $100/1.44=69.4$ nm. Heating lowers the index of water, so $\delta n<0$ and the shift is towards the lens. The value 91.0 nm balances path differences; the marginal rays themselves cross the axis at a point shifted by $t\,n\,\delta n/c^2$, or 119 nm. No single wafer displacement serves all rays exactly. The remaining error depends on pupil radius and is spherical aberration. It is small: after refocusing by about 90 nm it is about 0.6 nm rms over the pupil, or 0.003 wave, per kelvin.

A change of 1 K would use about 64% of the one-sided quarter-wave tolerance in water. With the temperature held to 0.01 K, the shift that restores the axial-marginal path difference is 0.9 nm. A known uniform change can be almost entirely removed by refocusing. The advantage of immersion depends on controlling the temperature changes that are left uncorrected. The first-order formula assumes that the gap is heated uniformly; gradients across the field need a separate calculation.

## (h) Transmission into the resist, and the real case

**Compare how strongly the marginal and axial TE orders enter the resist. Then say what the ratio of part (b) does and does not establish for a real exposure tool.**

**Answer.** Let the incident electric amplitude be 1, the reflected amplitude $r$ and the transmitted amplitude $\tau$. Write $P=n\cos\theta$ and $Q=n_r\cos\theta_r$. Continuity of the tangential electric and magnetic fields requires

$$1+r=\tau,\qquad P(1-r)=Q\tau.$$

Substituting $r=\tau-1$ gives $P(2-\tau)=Q\tau$, hence

$$\tau=\frac{2P}{P+Q}.$$

For the marginal order $P=c(n)$ and $Q=1.7-0.27694=1.42306$. For the axial order $P=n$ and $Q=1.7$. In air,

$$\frac{\tau_{\rm marg}}{\tau_{\rm axial}}=\frac{2(0.36756)/(0.36756+1.42306)}{2/(1+1.7)}=0.554.$$

The same calculation in water gives 0.950. For equal incident electric amplitudes, the marginal order therefore enters the resist much more weakly from air than from water. A real lens need not deliver equal amplitudes. If the marginal and axial orders instead bring equal power to each unit of wafer area, the marginal incident amplitude is larger by $1/\sqrt{\cos\theta}$, and the two ratios become 0.914 in air and 1.088 in water. The difference between the two ratios is then less than half as large. The balance of the orders, and hence the absolute contrast, depends on the lens as well as on the interface. The coefficients are real and positive for lossless media, so they do not move the phase null. A tolerance set by a fraction of each medium's own focused fundamental keeps the ratio 1.857. A tolerance set by one absolute contrast for both media need not.

The wavelength is that of an argon fluoride laser. Water also permits an NA above 1, which air does not, and so allows finer pitches. The comparison here holds NA fixed, so it does not give the focus tolerance of a lens used in that way. Small errors in the assumed indices matter little: with $n=1.0003$ for air the ratio is 1.855, and changing the water index by $\pm0.005$ moves it between 1.848 and 1.865. A real tool also departs from axial coherent illumination, and its resist absorbs and receives light reflected from the substrate. Absorption and substrate reflection are not sized here. The grating of part (d) is a limiting case for the illumination: both first orders pass the pupil only for a source point exactly on axis, and every off-axis point loses at least one of them. With a uniform disc source of radius 0.1 to 0.9 NA, a scalar sum over source points gives a focused fundamental about half as large or less, and a ratio of about 1.7 to 1.8 at $f=0.70$. Illumination alone can change the focus range by more than the small index corrections, as the two-order case in part (d) shows.

Within its stated criterion, the calculation establishes a gain of about 1.86 at equal NA. For axially lit gratings this value applies to the finest pitch the lens passes, and the gain falls towards 1.44 at coarser pitches. The quarter-wave depths of 76 and 142 nm mark the loss of one grating's fundamental and should not be read as production focus budgets. The numerical output below lists the main values.

## Values computed for the example and the checks

```
Wavelength: 193 nm
Numerical aperture: 0.93 (dimensionless)
Index, air / water: 1.00 / 1.44 (dimensionless)
Marginal angle, air: 68.43 deg
n cos(theta), air: 0.36756 (dimensionless)
Path factor g, air: 0.63244 (dimensionless)
Marginal angle, water: 40.23 deg
n cos(theta), water: 1.09941 (dimensionless)
Path factor g, water: 0.34059 (dimensionless)
Quarter-wave OPD limit: 48.25 nm
One-sided tolerance, air: 76.29 nm
One-sided tolerance, water: 141.67 nm
Tolerance ratio, water/air: 1.8569 (dimensionless)
Small-NA test aperture: 0.05 (dimensionless)
Small-NA ray ratio: 1.4405 (dimensionless)
Paraxial tolerance, air: 111.57 nm
Paraxial tolerance, water: 160.67 nm
Grating pitch: 207.53 nm
Propagated image null, air: 76.29 nm
Propagated image null, water: 141.67 nm
Other contrast fraction: 0.70 (dimensionless)
Ratio at that fraction: 1.8569 (dimensionless)
Pupil-rms tolerance ratio: 1.7949 (dimensionless)
Resist index: 1.70 (dimensionless)
Resist thickness: 100 nm
Resist path factor: 0.27694 (dimensionless)
OPD used by resist: 27.69 nm
Full range without resist, air: 152.58 nm
Full range without resist, water: 283.33 nm
Full range left, air: 108.79 nm
Full range left, water: 202.02 nm
Ratio with resist: 1.8569 (dimensionless)
Water gap: 1.0 mm
Water index change size: 1.0e-04 per K
Marginal thermal focus shift: 90.96 nm/K
Paraxial thermal focus shift: 69.44 nm/K
Marginal shift for 0.01 K: 0.91 nm
Marginal/axial TE amplitude, air: 0.554 (dimensionless)
Marginal/axial TE amplitude, water: 0.950 (dimensionless)
Rough real-air index: 1.0003 (dimensionless)
Ratio with real-air index: 1.8554 (dimensionless)
Trial water-index error: +/-0.005 (dimensionless)
Ratio at low / high water index: 1.8484 / 1.8653 (dimensionless)
```
